# The Bragg Condition and Period of a Normal-Incidence Mo/Si Mirror

## 1. Definitions and conventions

A multilayer mirror repeats a pair of flat layers: molybdenum of thickness \(d_M=\Gamma d\) and silicon of thickness \(d_S=(1-\Gamma)d\). The period is \(d\), and interfaces are sharp. The wavelength \(\lambda\) and wavenumber \(\beta=2\pi/\lambda\) are vacuum values. The angle \(\theta\) is measured in vacuum from the surface normal, so normal incidence is \(\theta=0\).

Fields vary as \(e^{-i\omega t}\), and each material has complex index \(n+ik\). With this sign, \(k>0\) means absorption. The thickness-weighted means are

\[
\bar n=\Gamma n_M+(1-\Gamma)n_S,\qquad \bar k=\Gamma k_M+(1-\Gamma)k_S .
\]

Optical constants are held fixed when \(\lambda\) is varied. Absorption is neglected until Section 6.

## 2. The phase condition

At a flat interface the tangential wavevector component \(\beta\sin\theta\) is conserved. The total wavenumber in layer \(j\) is \(\beta n_j\), so the normal component is

\[
\sqrt{\beta^2n_j^2-\beta^2\sin^2\theta}=\beta q_j,\qquad q_j=\sqrt{n_j^2-\sin^2\theta}.
\]

We take \(\sin\theta\) to be smaller than both indices, so that each \(q_j\) is real. One crossing of the layer then gives the phase \(\phi_j=\beta q_jd_j\).

Compare waves reflected once at equivalent interfaces in neighbouring periods. The deeper wave crosses one extra period down and one up. Transmission coefficients between lossless layers are real and positive here, so they add no phase. The difference is \(2(\phi_M+\phi_S)\), and the waves add in phase when it equals \(2\pi m\), with \(m\) a positive integer:

\[
\frac{4\pi}{\lambda}\left(q_Md_M+q_Sd_S\right)=2\pi m .
\]

Multiplying by \(\lambda/2\pi\) gives

\[
m\lambda=2d\left[\Gamma\sqrt{n_M^2-\sin^2\theta}+(1-\Gamma)\sqrt{n_S^2-\sin^2\theta}\right].
\]

At \(\theta=0\) each square root is the index itself. For \(m=1\),

\[
\boxed{\lambda=2d\,\bar n},\qquad d=\frac{\lambda}{2\bar n}.
\]

The factor 2 comes from the round trip. The mean is weighted by thickness because phases add along the path. This argument counts single reflections, so it must still be shown that multiple reflection leaves the condition in place.

## 3. Multiple reflection

At normal incidence the field in a layer obeys \(E''=-\beta^2n_j^2E\). Its solution carries the pair \((E,E'/\beta)\) across the layer by the matrix

\[
M_j=\begin{pmatrix}\cos\phi_j&\sin\phi_j/n_j\\-n_j\sin\phi_j&\cos\phi_j\end{pmatrix},\qquad \det M_j=1 .
\]

Both \(E\) and \(E'\) are continuous at an interface, since tangential electric and magnetic fields are continuous and the magnetic field is proportional to \(E'\). One period is therefore described by \(M_SM_M\), whose diagonal elements are

\[
\cos\phi_S\cos\phi_M-\frac{n_M}{n_S}\sin\phi_S\sin\phi_M,\qquad
\cos\phi_S\cos\phi_M-\frac{n_S}{n_M}\sin\phi_S\sin\phi_M .
\]

The determinant is 1, so the eigenvalues can be written \(e^{iKd}\) and \(e^{-iKd}\). Their sum \(2\cos Kd\) is the trace:

\[
\cos Kd=\cos\phi_M\cos\phi_S-\frac12\left(\frac{n_M}{n_S}+\frac{n_S}{n_M}\right)\sin\phi_M\sin\phi_S .
\]

Define the contrast parameter

\[
\eta=\frac{(n_M-n_S)^2}{2n_Mn_S},\qquad\text{so that}\qquad \frac12\left(\frac{n_M}{n_S}+\frac{n_S}{n_M}\right)=1+\eta .
\]

At the first-order Bragg point \(\phi_S=\pi-\phi_M\). Then \(\cos\phi_S=-\cos\phi_M\) and \(\sin\phi_S=\sin\phi_M\), which gives

\[
\cos Kd=-\cos^2\phi_M-(1+\eta)\sin^2\phi_M=-1-\eta\sin^2\phi_M .
\]

For two different indices and \(0<\phi_M<\pi\) this is below \(-1\). No real \(K\) exists, and the field in a semi-infinite stack decays with depth. The energy flux in a lossless stack is independent of depth and vanishes where the field has died out, so it is zero throughout and all incident power is reflected. The wavelength \(2d\bar n\) thus lies inside the stop band for any lossless two-layer stack of this kind.

For s polarization at oblique incidence, the wave equation has the same form with \(n_j\) replaced by \(q_j\), and the same result follows.

## 4. Width and centre of the stop band

Let \(S=\phi_M+\phi_S\) and \(D=\phi_M-\phi_S\). The product formulas

\[
\cos\phi_M\cos\phi_S=\tfrac12(\cos D+\cos S),\qquad \sin\phi_M\sin\phi_S=\tfrac12(\cos D-\cos S)
\]

turn the dispersion relation into

\[
\cos Kd=\left(1+\frac{\eta}{2}\right)\cos S-\frac{\eta}{2}\cos D .
\]

The band edges satisfy \(\cos Kd=-1\). Put \(S=\pi+s\), with \(\cos S\simeq-1+s^2/2\). For small contrast, dropping the product \(\eta s^2\) leaves

\[
s^2=\eta(1+\cos D).
\]

At the Bragg point \(D=D_B=2\phi_M-\pi\), hence \(1+\cos D_B=1-\cos2\phi_M=2\sin^2\phi_M\). The leading-order edges are

\[
s=\pm\sqrt{2\eta}\,\sin\phi_M=\pm\frac{|n_M-n_S|}{\sqrt{n_Mn_S}}\sin\phi_M .
\]

Since \(S\) is proportional to \(1/\lambda\), the relative half-width in wavenumber is \(|s|/\pi\):

\[
w=\frac{|n_M-n_S|\sin\phi_M}{\pi\sqrt{n_Mn_S}} .
\]

The band closes when the indices become equal or when one layer becomes vanishingly thin.

To find the centre, note that \(D=\rho S\) with \(\rho=D_B/\pi\), because both phases scale as \(1/\lambda\). Near the Bragg point \(\cos D\simeq\cos D_B-\rho s\sin D_B\), and the edge equation becomes

\[
s^2+\eta\rho\sin D_B\,s-2\eta\sin^2\phi_M=0 .
\]

Half the sum of the roots is the displacement of the centre:

\[
s_c=-\tfrac12\eta\rho\sin D_B .
\]

It is of second order in the index difference, whereas the width is of first order. If the layers have equal optical thickness, \(D=0\) at every wavelength. The dispersion relation then depends on \(\cos S\) alone, and the band is centred in wavenumber at \(S=\pi\) without approximation.

## 5. A different limit, with a different mean

At normal incidence, the arithmetic mean of \(n\) gives the centre of the first stop band to first order in the index difference. When \(\lambda\gg d\), all phases are small, and expanding both sides of the dispersion relation to second order gives

\[
K^2d^2=\phi_M^2+\phi_S^2+\left(\frac{n_M}{n_S}+\frac{n_S}{n_M}\right)\phi_M\phi_S .
\]

Inserting \(\phi_j=\beta n_jd_j\),

\[
K^2d^2=\beta^2\left[n_M^2d_M^2+n_S^2d_S^2+(n_M^2+n_S^2)d_Md_S\right]
=\beta^2 d\left(n_M^2d_M+n_S^2d_S\right).
\]

The effective index \(K/\beta\) is now the root-mean-square index. The two means differ in second order in the contrast, which is small for Mo/Si.

## 6. Absorption moves the reflectance peak

With absorption, the point of highest reflectance need not be the centre of the lossless band. Assume weak contrast, weak absorption and a thick stack. Place \(z=0\) at the centre of a Mo layer, with \(z\) increasing into the stack. Keep the mean index and its first Fourier component:

\[
n(z)+ik(z)\simeq\bar n+i\bar k+2c\cos(2qz),\qquad q=\frac{\pi}{d},\qquad c=n_1+ik_1 .
\]

Integrating the index step over the Mo layer gives

\[
c=\frac1d\int_{-\Gamma d/2}^{\Gamma d/2}\left[(n_M-n_S)+i(k_M-k_S)\right]\cos(2qz)\,dz,
\]

so that

\[
n_1=(n_M-n_S)\frac{\sin\pi\Gamma}{\pi},\qquad k_1=(k_M-k_S)\frac{\sin\pi\Gamma}{\pi}.
\]

To first order in the deviations from \(\bar n\), the squared index is

\[
(n+ik)^2\simeq\bar n^2+2i\bar n\bar k+2\bar nc\left(e^{2iqz}+e^{-2iqz}\right).
\]

Insert \(E=Ae^{iqz}+Be^{-iqz}\) into \(E''+\beta^2(n+ik)^2E=0\). The amplitudes vary slowly, so \(A''\) and \(B''\) are dropped, as are the non-resonant terms \(e^{\pm3iqz}\). Collecting \(e^{iqz}\) and \(e^{-iqz}\) gives

\[
2iqA'+\left[\beta^2(\bar n^2+2i\bar n\bar k)-q^2\right]A+2\beta^2\bar ncB=0,
\]
\[
-2iqB'+\left[\beta^2(\bar n^2+2i\bar n\bar k)-q^2\right]B+2\beta^2\bar ncA=0 .
\]

Because \(q/\beta=\lambda/2d\) is close to \(\bar n\), we have \(\beta^2\bar n^2-q^2\simeq2\beta^2\bar n(\bar n-\lambda/2d)\). Dividing by \(2\beta^2\bar n\),

\[
\frac{iq}{\beta^2\bar n}A'=-(gA+cB),\qquad \frac{iq}{\beta^2\bar n}B'=gB+cA,\qquad g=\bar n+i\bar k-\frac{\lambda}{2d}.
\]

In a semi-infinite stack \(A\) and \(B\) decay with the same exponent, so \(A'/A=B'/B\). With \(r=B/A\), this means \(-(g+cr)=g+c/r\), or

\[
r+\frac1r=-2u,\qquad u=\frac gc .
\]

The two roots have product 1. Energy flows into an absorbing stack, so the physical root has \(|r|<1\).

Measure the detuning by \(x=(\bar n-\lambda/2d)/n_1\). For \(k_1\) and \(\bar k\) small compared with \(|n_1|\),

\[
u=\frac{n_1x+i\bar k}{n_1+ik_1}\simeq x+i\,\frac{\bar k-xk_1}{n_1}.
\]

Write \(r=-e^{i\psi}\), so \(\cos\psi=u\). For \(|x|<1\) and a small imaginary part, \(\cos(\mathrm{Re}\,\psi)\simeq x\) and \(|\mathrm{Im}\,\psi|\simeq|\mathrm{Im}\,u|/\sqrt{1-x^2}\). Therefore

\[
-\ln|r|=\frac{\bar k-xk_1}{|n_1|\sqrt{1-x^2}} .
\]

This form fails close to the band edges \(|x|=1\). The highest reflectance minimizes the right-hand side. Setting the derivative of its logarithm to zero,

\[
-\frac{k_1}{\bar k-xk_1}+\frac{x}{1-x^2}=0
\;\Rightarrow\; x\bar k-x^2k_1=k_1-x^2k_1
\;\Rightarrow\; x=\frac{k_1}{\bar k}.
\]

This is a minimum, since the expression grows without limit towards both edges when \(|k_1|<\bar k\). That condition holds for any two absorbing layers, because \(\sin(\pi\Gamma)/\pi\) is smaller than both \(\Gamma\) and \(1-\Gamma\). Using \(\lambda/2d=\bar n-xn_1\) and \(R=|r|^2\),

\[
\lambda_{\rm peak}=2d\left(\bar n-\frac{n_1k_1}{\bar k}\right),\qquad
R_{\rm peak}\simeq\exp\left(-\frac{2\sqrt{\bar k^2-k_1^2}}{|n_1|}\right).
\]

The numerator \(\bar k-xk_1\) has a direct meaning. For weak loss \(\mathrm{Re}\,r\simeq-x\), and the intensity at the Mo centre is proportional to \(|1+r|^2\simeq2(1-x)\), compared with a depth average of 2. Positive \(x\) puts less field in the Mo. If Mo absorbs more strongly, this lowers the loss. For Mo/Si \(n_1<0\), so positive \(x\) means a longer wavelength. The factor \(1/\sqrt{1-x^2}\) opposes the shift, because the wave penetrates more deeply near a band edge.

## 7. Worked example at 13.5 nm

Take \(\Gamma=0.4\) and rough optical constants: \(n_M=0.920\), \(k_M=0.006\), \(n_S=0.999\), \(k_S=0.002\). Then

\[
\bar n=0.4(0.920)+0.6(0.999)=0.9674,\qquad
d=\frac{13.5\ \text{nm}}{2(0.9674)}=6.977\ \text{nm}.
\]

The layers are 2.79 nm of Mo and 4.19 nm of Si. Changing \(n_M\) to 0.93 or 0.91 changes the period to 6.949 or 7.006 nm. The inputs therefore support "near 7.0 nm"; further digits serve to compare calculations made with the same inputs.

**Stop band.** The Mo phase is 1.1951 rad, whose sine is 0.930. The half-width formula gives

\[
w=\frac{0.079\times0.930}{\pi\sqrt{0.920\times0.999}}=0.0244 .
\]

Direct integration of the wave equation gives the same value to this precision, with a lossless band from 13.180 to 13.839 nm. Its centre in wavenumber corresponds to 13.5012 nm. The predicted displacement follows from \(\eta=0.0034\), \(D_B=-0.751\) and \(\rho=-0.239\): \(s_c=-0.00028\), a relative wavelength change of \(-s_c/\pi=0.00009\), or 0.0012 nm. The root-mean-square index would have given 13.5108 nm.

At 30 degrees, with the same constants and s polarization, the general condition gives 11.552 nm and the integrated band centre is 11.554 nm. This checks the angular formula; it does not predict a real mirror at that wavelength, where the constants would differ.

**If refraction is ignored.** Setting \(\bar n=1\) gives \(d=6.750\) nm. The lossless band then ends at 13.388 nm, below the design wavelength. For 40 absorbing periods the reflectance at 13.5 nm is 0.135, against 0.730 for the Bragg period. The low value lies among the side fringes and depends on the number of periods: 0.30 for 30 periods, 0.10 for 45, and 0.19 for a semi-infinite stack. An index only about 3% below 1 matters because the half-width of the band is itself only 2.4%.

**Peak with absorption.** Here \(\bar k=0.0036\), \(n_1=-0.02392\) and \(k_1=0.00121\), so \(x=0.336\) and

\[
\lambda_{\rm peak}=2(6.977\ \text{nm})(0.9674+0.336\times0.02392)=13.61\ \text{nm}.
\]

A full multiple-reflection calculation for 40 periods in vacuum, with Si on top and a Si substrate, puts the peak at 13.607 nm. The peak reflectance is 0.742, while the formula gives 0.753. The formula treats absorption only to first order and omits second-order contrast terms, the vacuum surface and the finite number of periods. These errors partly cancel. A semi-infinite stack with Si on top peaks at 13.619 nm, with reflectance 0.749 in vacuum and 0.756 when entered from a medium of index \(\bar n\). Truncation to 40 periods moves the peak back by 0.012 nm, past the formula value. The top layer also matters: 40 periods with Mo on top give 13.614 nm and 0.756.

With fixed optical constants the peak wavelength is proportional to \(d\). Returning the peak to 13.5 nm therefore requires

\[
d=6.977\ \text{nm}\times\frac{13.5}{13.607}=6.92\ \text{nm}.
\]

The reflectance at 13.5 nm rises from 0.730 to 0.742. With fixed constants the reflectance depends only on \(d/\lambda\), so this is also the period that maximizes the reflectance at 13.5 nm, and that statement needs the constants at 13.5 nm only. The position of the peak in a wavelength scan does depend on dispersion. If \(1-n_M\) scales as \(\lambda^2\), for example, the peak of the Bragg-period mirror moves from 13.607 to 13.617 nm, and the period that centres the peak at 13.5 nm becomes 6.915 nm. The Bragg estimate is thus about 0.8% larger than the period that puts the peak at the design wavelength.

**Cause of the shift.** The absorption formula was tested on a thick stack with every \(1-n\) and \(k\) reduced fourfold, which suppresses second-order terms. The computed peak shift was \(+0.0285\) nm, against \(+0.0281\) nm from the formula. Exchanging the two extinctions reversed it to \(-0.0220\) nm, against \(-0.0230\) nm. With equal extinctions it was only about 0.0006 nm (0.0005 nm on the scan grid). This is a small real residual that the first-order formula does not contain. In this weakened stack, the difference in absorption between the layers produces the shift.

Roughness, interdiffusion and capping layers are not included, so the reflectances describe an ideal stack. The numerical output below lists the main computed values.

## Table of computed values

```
Design wavelength: 13.5 nm; Mo fraction: 0.4
Mo rough inputs: n = 0.920, k = 0.006
Si rough inputs: n = 0.999, k = 0.002
Mean index: 0.9674; mean extinction: 0.0036
Bragg period: 6.977 nm
Mo layer: 2.79 nm
Si layer: 4.19 nm
Period if Mo index is 0.93: 6.949 nm
Period if Mo index is 0.91: 7.006 nm
Mo phase at Bragg point: 1.1951 rad
cos(Kd) at Bragg point, integrated: -1.002938
cos(Kd) at Bragg point, formula: -1.002938
Lossless stop band: 13.180 to 13.839 nm
Stop-band centre in wavenumber, as wavelength: 13.5012 nm
2 d times rms index, for comparison: 13.5108 nm
Relative half-width, integrated: 0.02439
Relative half-width, formula: 0.02440
30 degrees, Bragg formula: 11.5523 nm
30 degrees, integrated band centre: 11.5544 nm
Fourier components: n1 = -0.02392, k1 = 0.00121
Weak stack, actual k: peak shift +0.0285 nm, formula +0.0281 nm
Weak stack, exchanged k: peak shift -0.0220 nm, formula -0.0230 nm
Weak stack, equal k: peak shift +0.0005 nm, formula +0.0000 nm
40-period mirror, computed peak: 13.607 nm
Peak from absorption formula: 13.612 nm
40-period mirror, peak reflectance: 0.742
Peak reflectance from formula: 0.753
Period putting computed peak at 13.5 nm: 6.922 nm
Same period from absorption formula: 6.920 nm
Vacuum estimate of period: 6.750 nm
Its lossless stop band: 12.750 to 13.388 nm
Reflectance at 13.5 nm, vacuum-estimate period: 0.135
Reflectance at 13.5 nm, Bragg period: 0.730
Reflectance at 13.5 nm, tuned period: 0.742
```
